# How Symmetry Fixes the Direction of Spin-to-Charge Conversion

A spin current enters a non-magnetic conductor and drives a charge current in it. This problem asks how much of that response follows from symmetry, and what must be left to a microscopic theory or a measurement.

Let $Q_{jk}$ be the flux along $j$ of the spin angular momentum component $k$. It is convenient to give it the units of a charge current density, $S_{jk}=(2e/\hbar)Q_{jk}$ with $e>0$, which in atomic units is $S_{jk}=2Q_{jk}$. To first order in the spin current, and if the response at a point depends on the spin current at that point alone, the charge current density is

$$J_i=T_{ijk}S_{jk},$$

with repeated indices summed over $x,y,z$. The tensor $T$ has 27 components. The medium is uniform, carries no magnetization and sits in no magnetic field.

## (a) What does a symmetry of the medium demand of $T$?

Let $R$ be an orthogonal matrix, either a rotation ($\det R=1$) or a rotation combined with inversion ($\det R=-1$). Find the condition on $T$ if the medium is unchanged by $R$.

**Solution.** Charge current and flow direction are polar vectors, so their components transform with $R$. Spin is an angular momentum, like $\mathbf r\times\mathbf p$. Inversion reverses both $\mathbf r$ and $\mathbf p$ and leaves their product alone, so spin is an axial vector and transforms with $A=(\det R)R$. The transformed currents are

$$J'_i=R_{ia}J_a,\qquad S'_{jk}=R_{jb}A_{kc}S_{bc}.$$

If the medium is unchanged, the same $T$ connects the transformed currents, $J'_i=T_{ijk}S'_{jk}$. Inserting both expressions gives

$$R_{ia}T_{abc}S_{bc}=T_{ijk}R_{jb}A_{kc}S_{bc}.$$

This holds for every $S_{bc}$, so the coefficients agree. Multiplying by $R_{mb}A_{nc}$, summing over $b,c$, and using $RR^{T}=AA^{T}=1$ leaves, after renaming $m,n$ as $j,k$,

$$T_{ijk}=R_{ia}R_{jb}A_{kc}T_{abc}.\tag{1}$$

## (b) Which tensors survive all rotations?

Use half-turns about the axes first, then a third-turn about the direction $(1,1,1)$, then a quarter-turn about $z$. Show that the remaining rotations add nothing.

**Solution.** For rotations $A=R$. A half-turn about $z$ reverses $x$ and $y$. If $n_x,n_y,n_z$ count how often each label occurs among the three indices, (1) reads

$$T_{ijk}=(-1)^{n_x+n_y}T_{ijk}.$$

A nonzero component therefore needs $n_x+n_y$ even. The half-turns about $x$ and $y$ require $n_y+n_z$ and $n_z+n_x$ to be even. So the three counts are all even or all odd. Their sum is 3, which is odd, so all are odd, and each equals 1. Of the 27 components, the six with three different indices remain.

The third-turn carries $x\to y\to z\to x$, so $R_{yx}=R_{zy}=R_{xz}=1$. Then $T_{yzx}=R_{yx}R_{zy}R_{xz}T_{xyz}=T_{xyz}$, and repeating the turn gives

$$T_{xyz}=T_{yzx}=T_{zxy}=a,\qquad T_{xzy}=T_{zyx}=T_{yxz}=b.$$

The quarter-turn about $z$ carries $x\to y$ and $y\to-x$, so $R_{yx}=1$, $R_{xy}=-1$, $R_{zz}=1$. Hence

$$b=T_{yxz}=R_{yx}R_{xy}R_{zz}T_{xyz}=-a.$$

Writing $a=\theta$, and $\epsilon_{ijk}$ for the antisymmetric symbol with $\epsilon_{xyz}=1$, we have

$$T_{ijk}=\theta\,\epsilon_{ijk}.\tag{2}$$

Could some other rotation force $\theta=0$? The expansion of a determinant gives $R_{ia}R_{jb}R_{kc}\epsilon_{abc}=(\det R)\,\epsilon_{ijk}$, and $\det R=1$ for every rotation. Condition (1) is then satisfied for any $\theta$. Rotations leave one constant, called the spin Hall angle when both currents are in charge units.

## (c) What does parity add?

Apply inversion to (2). Compare with two other cases: a hypothetical spin that is a polar vector, and a charge current driven by a uniform spin density $\sigma_k$, $J_i=\kappa_{ik}\sigma_k$.

**Solution.** Inversion has $R=-1$ and $A=+1$. Condition (1) becomes $T_{ijk}=(-1)(-1)(+1)T_{ijk}$, which is an identity. Parity does not reduce the number of constants; rotations had already done that work. It permits the one that remains.

If spin were polar, the third factor would also be $-1$, and (1) would read $T_{ijk}=-T_{ijk}$. The effect would vanish in any medium with inversion symmetry. The axial nature of spin is what lets the conversion exist there.

For the spin density, the half-turns remove the off-diagonal elements of $\kappa_{ik}$ and the third-turn makes the diagonal ones equal, so rotations leave $J_i=\kappa\sigma_i$. Under inversion $\mathbf J$ changes sign and $\boldsymbol\sigma$ does not, so $\kappa=-\kappa=0$. Here parity does remove a constant: a spin density at rest drives no current in an isotropic medium with inversion symmetry, while a flow of spin may.

## (d) In which direction does the charge current run?

Take a spin current of strength $S$ flowing along the unit vector $\mathbf n$ and polarized along the unit vector $\mathbf s$. Then consider a general $S_{jk}$.

**Solution.** Here $S_{jk}=S\,n_js_k$, and (2) gives

$$J_i=\theta S\,\epsilon_{ijk}n_js_k,\qquad \mathbf J=\theta S\,\mathbf n\times\mathbf s.\tag{3}$$

The current is perpendicular to both the flow and the polarization. It reverses when either is reversed, is largest when they are perpendicular, and vanishes when they are parallel. The last result can be seen directly: with $\mathbf n\parallel\mathbf s$, turns about that axis leave the source unchanged, so $\mathbf J$ could lie only along the axis. A half-turn about a perpendicular axis reverses both $\mathbf n$ and $\mathbf s$, leaving $n_js_k$ unchanged, but it would reverse $\mathbf J$. So $\mathbf J=0$.

A general $S_{jk}$ is a sum of a symmetric and an antisymmetric part. Since $\epsilon_{ijk}$ changes sign when $j$ and $k$ are exchanged, the symmetric part cancels in the sum. For instance $J_x=\theta(S_{yz}-S_{zy})$.

Symmetry does not supply the size or sign of $\theta$. The sign also depends on convention: the spin angular momentum of an electron is opposite to its magnetic moment, and using the moment for $\mathbf s$ would reverse it.

## (e) What if the medium is less symmetric?

Consider a cubic crystal with and without quarter-turns. Then consider a film that is unchanged by any rotation about its normal $z$ and by mirrors containing $z$.

**Solution.** The proof in (b) used half-turns, third-turns and quarter-turns, all of which belong to a crystal of full cubic symmetry. Equation (2) therefore holds there without full isotropy. If a cubic crystal lacks the quarter-turns, and has no other operation exchanging two axes, the last step of (b) is missing. Then $a$ and $b$ are independent, and there are two constants.

For the film, a mirror $x\to-x$ is a half-turn about $x$ followed by inversion. By (c) inversion places no condition on $T$, so the mirrors act on $T$ as half-turns about in-plane axes. With the half-turn about $z$, they again leave the six components with different indices. There is no third-turn to connect these, but the quarter-turn about $z$ pairs them:

$$T_{xyz}=-T_{yxz},\qquad T_{yzx}=-T_{xzy},\qquad T_{zxy}=-T_{zyx}.$$

Each pair is the part of $\epsilon_{ijk}$ in which one chosen index equals $z$. Such a part is built from $\epsilon$ and the normal, so every rotation about $z$ preserves it. Three constants remain.

For flow along the normal, set $\beta=T_{yzx}$. Then $J_x=-\beta Ss_y$, $J_y=\beta Ss_x$ and $J_z=0$, or

$$\mathbf J=\beta S\,\hat{\mathbf z}\times\mathbf s.$$

The direction rule survives, with a constant belonging to this geometry. It can fail if the film is magnetized along its normal. The mirrors and in-plane half-turns are then lost, and rotations about $z$ also allow $T_{xzx}=T_{yzy}\ne0$, a current along $\mathbf s$ itself.

## (f) Does a scattering model produce this tensor?

A particle moving along the unit vector $\mathbf u$ scatters into direction $\mathbf u'$ with the spin-dependent amplitude

$$F=f+ig\,\boldsymbol\sigma\cdot\mathbf N,\qquad \mathbf N=\mathbf u'\times\mathbf u,$$

where $\boldsymbol\sigma$ now denotes the Pauli matrices, and $f,g$ depend on $c=\mathbf u\cdot\mathbf u'$. The incoming spin distribution is $\rho=\tfrac12\boldsymbol\sigma\cdot\mathbf p$ with $p_k=3S_{jk}u_j$. Angle brackets denote averages over all directions. Find the current after one collision, $J_i=\langle u'_i\,\mathrm{Tr}(F\rho F^\dagger)\rangle$, in units where the particle speed is 1.

**Solution.** The factor 3 makes $\langle u_jp_k\rangle=S_{jk}$, because $\langle u_ju_l\rangle=\delta_{jl}/3$. By the cyclic property of the trace we need the spin part of

$$F^\dagger F=|f|^2+|g|^2N^2+i(f^*g-fg^*)\,\boldsymbol\sigma\cdot\mathbf N .$$

Since $f^*g-fg^*=2i\,\mathrm{Im}(f^*g)$, the last term is $-2\,\mathrm{Im}(f^*g)\,\boldsymbol\sigma\cdot\mathbf N$. With $\tfrac12\mathrm{Tr}(\sigma_k\sigma_l)=\delta_{kl}$,

$$T_{ijk}=-6\,\langle u'_iu_jN_k\,\mathrm{Im}(f^*g)\rangle,\qquad N_k=\epsilon_{kab}u'_au_b.$$

First average over $\mathbf u$ at fixed $\mathbf u'$. The average of $u_ju_b\,\mathrm{Im}(f^*g)$ has a part along $u'_ju'_b$, which cancels against $\epsilon_{kab}u'_a$, and a part $M\delta_{jb}$. The two directions perpendicular to $\mathbf u'$ share $1-c^2$ equally, so $M=\tfrac12\langle(1-c^2)\mathrm{Im}(f^*g)\rangle$. This leaves

$$T_{ijk}=-6M\,\langle u'_iu'_a\rangle\,\epsilon_{kaj}.$$

With $\langle u'_iu'_a\rangle=\delta_{ia}/3$ and $\epsilon_{kij}=\epsilon_{ijk}$,

$$T_{ijk}=C\epsilon_{ijk},\qquad C=-\langle(1-c^2)\,\mathrm{Im}(f^*g)\rangle.\tag{4}$$

The form is that of (2). The constant needs interference between the two amplitudes, and it vanishes if $f$ and $g$ have the same phase. It describes one collision; a transport theory is needed to obtain $\theta$ from it.

For numbers take $f=1+0.3c$ and $g=0.4e^{-0.7i}(1+0.5c)$. Averages over $c$ are uniform on $[-1,1]$, with $\langle1-c^2\rangle=2/3$ and $\langle c^2(1-c^2)\rangle=2/15$, while odd powers vanish. Thus

$$C=0.4\sin(0.7)\left[\tfrac23+0.15\cdot\tfrac2{15}\right]=0.177.$$

A direct numerical average over both directions, without the reduction to (4), gives the same value.

**Breaking parity.** Add $h\,\boldsymbol\sigma\cdot\mathbf v$ to $F$, with $\mathbf v=\mathbf u+\mathbf u'$ and $h=0.2$. This respects rotations but changes sign under inversion. Since $f$ and $h$ are real, the new spin terms in $F^\dagger F$ are

$$2h\,\boldsymbol\sigma\cdot\left[f\mathbf v+\mathrm{Re}(g)\,\mathbf N\times\mathbf v\right].$$

They are odd when both directions are reversed, whereas $u'_iu_j$ is even, so they average out of $T$ and $C$ stays at 0.177. A uniform spin density has no factor $u_j$, and for it they survive. Using $\mathbf u'\cdot\mathbf v=1+c$ and $\mathbf u'\cdot(\mathbf N\times\mathbf v)=-(1-c^2)$,

$$\kappa=\frac{2h}{3}\left\langle f(1+c)-\mathrm{Re}(g)(1-c^2)\right\rangle=0.119.$$

Parity forbade a response of this kind in (c). The value counts only the outgoing particles. Subtracting the current of the particles removed by the collision changes both its size and its sign, so it shows that the response is allowed, not how large it is in a medium.

**Breaking isotropy.** Instead multiply the original $F$ by $1+0.5u_z'^2$. This factor illustrates the spatial symmetry alone: scattering in a real medium without magnetization or field is also reciprocal, and a factor in the outgoing direction only does not respect that. The remaining average over $\mathbf u'$ acquires the weight $W=(1+0.5u_z'^2)^2$, and $C$ is replaced by $3C\langle u_i'^2W\rangle$, which depends on the direction $i$ of the charge current. The result is

$$T_{xyz}=T_{yzx}=0.216,\qquad T_{zxy}=0.302.$$

Part (e) allows three different constants. Two coincide here because this weight treats $x$ and $y$ alike, depends on the outgoing direction alone, and only the outgoing particles are counted. Subtracting the current of the removed particles leaves $T_{xyz}=0.216$ and gives $T_{yzx}=0.229$, $T_{zxy}=0.289$, three different values.

## (g) What voltage appears across a platinum film?

Spin is pumped into a platinum film from an insulating magnet at resonance. The steady part of this spin current, the only part followed here, flows along the film normal $z$ and is polarized in the plane, $30^\circ$ from $y$ towards $x$. Rough typical parameters are: thickness $d=10$ nm, spin diffusion length $\lambda=1.5$ nm, resistivity $\rho=30\ \mu\Omega\,$cm, $\theta=0.1$, and injected spin current $S_0=200$ A/cm². No spin leaves through the upper face. Contacts are 0.5 cm apart along $x$ and along $y$, and no current is drawn.

**Solution.** In the diffusion model the spin current is $S=-D\,dm/dz$, where $m$ is the spin density in charge units and $D$ the diffusion constant. Spin relaxes in a time $\tau$, so $dS/dz=-m/\tau$. Differentiating once more gives $S''=S/\lambda^2$ with $\lambda^2=D\tau$. The solution with $S(0)=S_0$ and $S(d)=0$ is

$$S(z)=S_0\frac{\sinh[(d-z)/\lambda]}{\sinh(d/\lambda)}.$$

Its mean over the thickness is

$$\langle S\rangle=S_0\frac{\lambda}{d}\,\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}=S_0\frac{\lambda}{d}\tanh\frac{d}{2\lambda}.$$

The numerical factor is $0.1496$, so $\langle S\rangle=29.9$ A/cm², and the mean driven charge current is $\theta\langle S\rangle=2.99$ A/cm².

In an open circuit, charge collects at the edges until its field $\mathbf E$ cancels the net current. Far from the edges $\mathbf E$ lies in the plane and does not vary with $z$, because a static field has no curl. Then

$$\mathbf J(z)=\theta S(z)\,\mathbf n\times\mathbf s+\mathbf E/\rho,\qquad \mathbf E=-\rho\,\theta\langle S\rangle\,\mathbf n\times\mathbf s.$$

With $\mathbf s=(0.5,0.866,0)$, the cross product is $\mathbf n\times\mathbf s=(-0.866,0.5,0)$. Therefore

$$E_x=30\times2.99\times0.866=77.7\ \mu\text{V/cm},\qquad E_y=-44.9\ \mu\text{V/cm}.$$

Over 0.5 cm the voltages have magnitudes of about 39 µV along $x$ and 22 µV along $y$. Turning the polarization in the plane turns the field with it.

Zero net current does not mean zero current everywhere. Along $\mathbf n\times\mathbf s$ the local value is $0.1\times200-2.99=17.0$ A/cm² at the lower face and $-2.99$ A/cm² at the upper. Charge runs one way near the magnet and returns through the rest of the film.

Two limits follow with $S_0$, $\rho$, $\theta$ and $\lambda$ held fixed. For $d\gg\lambda$, $|\mathbf E|\to\rho\theta S_0\lambda/d$: conversion takes place within about $\lambda$ of the magnet, and the rest of the film shunts it. For $d\ll\lambda$, $|\mathbf E|\to\rho\theta S_0/2$, since $S$ falls linearly to zero. This second limit belongs to the diffusion model: with the mean free path of about 1 nm used in (h), a film with $d\ll\lambda$ is thinner than the mean free path, and diffusion no longer describes it. In a device $S_0$ itself depends on thickness, because spin that accumulates in a thin film flows back into the magnet.

## (h) How far can the numbers be trusted?

Estimate some neglected effects, using a rough mean free path $\ell=1$ nm, Fermi speed $v=3\times10^7$ cm/s, static field 0.3 T and a Seebeck coefficient, relative to the leads, of magnitude 5 µV/K.

**Solution.** Diffusion and a local response are justified when $\ell/\lambda$ is small. Here it is 0.67, so the profile $S(z)$ and the voltage are estimates. The direction is safer. If the film keeps the rotations and mirrors of (e), a nonlocal linear response to an in-plane polarization can contain a part along $\mathbf s$ and a part along $\hat{\mathbf z}\times\mathbf s$. A mirror $x\to-x$ reverses $J_x$ but not the axial component $s_x$, so it forbids the first part.

Of three further effects, the first two are small for these parameters, while the third depends on how unevenly the film is heated:

- **Back-conversion.** By the reciprocal effect, the field drives a spin current of order $\theta|\mathbf E|/\rho=\theta^2\langle S\rangle$, which is $1.5\times10^{-3}$ of $S_0$ and $\theta^2=1\%$ of the mean $\langle S\rangle$ that sets the voltage. The voltage shifts by less than 1%.
- **Precession.** With $D=v\ell/3=1.0$ cm²/s, the relaxation time is $\tau=\lambda^2/D=22.5$ fs. A polarization perpendicular to the field would precess during this time. Adding precession to the diffusion equation and solving it by finite volumes turns the polarization of the mean spin current, which sets the voltage, by $6\times10^{-4}$ rad. A polarization along the field does not precess.
- **Heating.** A temperature difference of $38.9/5=7.8$ K between the $x$ contacts would give a Seebeck voltage as large as the signal. Reversing $\mathbf s$ at unchanged heating separates the two, since this Seebeck voltage does not reverse. It does not separate out a spin current driven by heat flow from the magnet, whose voltage reverses as well. If $\mathbf s$ is reversed by reversing the field, the ordinary Nernst voltage from heat flow along the film normal also reverses.

Platinum has full cubic symmetry, so a single crystal obeys (2) in the bulk, and so does a polycrystal, as long as its grain boundaries play no part. The grains need not be randomly oriented, because turning a grain leaves $\epsilon_{ijk}$ unchanged. Strain, or grain boundaries with a preferred direction, can lower the symmetry and bring in further constants. Stretching a crystal along a cube axis allows three, as in (e), and stretching it along a body diagonal allows four. Values assigned to $\theta$ and $\lambda$ in platinum differ widely between samples and methods, and at fixed $S_0$ the voltage of a thick film follows their product. With backflow into the magnet, $S_0$ itself depends on $\lambda$. Real interfaces also destroy part of the spin current: if half were lost before entering the film, the voltage would halve. An interface can convert spin to charge as well, and the mirror argument allows its current the same direction. Agreement with $\mathbf n\times\mathbf s$ therefore supports the symmetry assumed, but does not show where in the structure the conversion took place.

All numerical values are calculated from the stated model.
